**Cusp slopes of partial waves where two charges meet**

Near the meeting point of charges $q_1,q_2$ with reduced mass $\mu$ and distance $r$, the component $r^l f_l(r)$ obeys $f_l(r)=f_l(0)[1+q_1q_2\mu r/(l+1)]+O(r^2)$ at fixed centre of mass of the pair. The program obtains wavefunctions by diagonalization with no cusp imposed, projects them on Legendre polynomials and fits the small-$r$ series. For H$_2^+$ it asserts the slopes for $l=0$ to $3$ and the $r^2$ coefficients for $l=0$ and $1$. For helium it asserts the slope $1/4$ in the lowest triplet S state, and $1/2$ and $1/6$ for $l=0$ and $2$ in the singlet ground state. For the positronium negative ion it asserts the slopes $-1/2$ and $-1/4$, and that the $l=1$ rule fails in the predicted way when the positron replaces the pair's centre of mass as origin. The output shows a triplet slope of 0.25008 bohr$^{-1}$ with 308 basis functions, against 0.25587 with 125.

## Numerical check

```python
"""Cusp condition for partial waves at the meeting point of two charges.

Result under test (atomic units): at fixed centre of mass of the pair,
    psi = sum_l r^l f_l(r) P_l(cos theta),
    f_l(r) = f_l(0) * (1 + q1*q2*mu*r/(l+1)) + O(r^2),
r = distance of the pair, q1 and q2 = charges, mu = reduced mass,
theta = angle between the pair vector and a fixed direction.
Wave functions come from diagonalization with no cusp condition imposed;
their partial waves are then found by angular quadrature.
"""
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.laguerre import laggauss, lagvander
from numpy.polynomial.legendre import (leggauss, legvander, legder, legval)
from scipy.linalg import eigh
from scipy.constants import physical_constants

COSINES, COS_WEIGHTS = leggauss(28)
LEGENDRE = legvander(COSINES, 4)


def predicted_slope(charge_product, reduced_mass, l):
    return charge_product * reduced_mass / (l + 1)


def radial_factor(wave, l, r):
    """f_l(r) by projection of wave(r, cos theta) on P_l."""
    r = np.asarray(r, dtype=float)
    values = wave(r[:, None], COSINES[None, :])
    projection = values @ (COS_WEIGHTS * LEGENDRE[:, l])
    return (2 * l + 1) / 2 * projection / r**l


def small_r_series(wave, l, length):
    """First three power-series coefficients of f_l(r) at r = 0."""
    angles = (np.arange(14) + 0.5) * np.pi / 14
    r = length * (0.21 + 0.19 * np.cos(angles))
    fit = Polynomial.fit(r, radial_factor(wave, l, r), 8)
    return fit.convert().coef[:3]


def laguerre_tables(nodes, degree):
    """L_k(x), and the derivative of L_k(x) exp(-x/2) without exp(-x/2)."""
    table = lagvander(nodes, degree)
    derivative = -(np.cumsum(table, axis=1) - table)
    return table, derivative - table / 2


def hydrogen_molecular_ion(bond):
    """Ground state of one electron and two fixed unit charges."""
    rate, n_xi, n_eta = 0.75 * bond, 18, 14
    x, wx = laggauss(n_xi + 3)
    eta, we = leggauss(n_eta + 3)
    xi = 1 + x / (2 * rate)
    lag, dlag = laguerre_tables(x, n_xi - 1)
    dlag = 2 * rate * dlag
    leg = legvander(eta, n_eta - 1)
    dleg = legval(eta, legder(np.eye(n_eta))).T

    def gram(table, weight):
        return table.T @ (weight[:, None] * table)

    xi0, xi1, xi2 = (gram(lag, wx * xi**k) for k in range(3))
    eta0, eta2 = gram(leg, we), gram(leg, we * eta**2)
    overlap = np.kron(xi2, eta0) - np.kron(xi0, eta2)
    kinetic = (np.kron(gram(dlag, wx * (xi**2 - 1)), eta0)
               + np.kron(xi0, gram(dleg, we * (1 - eta**2))))
    hamiltonian = 2 / bond**2 * kinetic - 4 / bond * np.kron(xi1, eta0)
    energy, vector = eigh(hamiltonian, overlap, subset_by_index=[0, 0])
    coefficients = vector[:, 0].reshape(n_xi, n_eta)

    def wave(r, cosine):
        other = np.sqrt(r**2 + bond**2 - 2 * r * bond * cosine)
        x_here = 2 * rate * ((r + other) / bond - 1)
        eta_here = (r - other) / bond
        left = lagvander(x_here, n_xi - 1) @ coefficients
        right = legvander(eta_here, n_eta - 1)
        return np.exp(-x_here / 2) * np.sum(left * right, axis=-1)

    return energy[0], wave


def three_body(degree, kappa, exchange, charge, inverse_mass):
    """Lowest S state of two electrons and one positive particle.

    Basis: Laguerre products in perimetric coordinates times
    exp(-kappa*(r1+r2)); exchange = +1 (singlet) or -1 (triplet).
    Gauss-Laguerre quadrature is exact for every matrix element.
    """
    nodes, weights = laggauss(degree + 3)
    grid = np.indices((degree + 3,) * 3).reshape(3, -1)
    u, v = nodes[grid[0]] / kappa, nodes[grid[1]] / kappa
    w = nodes[grid[2]] / (2 * kappa)
    r1, r2, r12 = (v + w) / 2, (u + w) / 2, (u + v) / 2
    measure = np.prod(weights[grid], axis=0) * r1 * r2 * r12
    labels = [(a, b, c) for a in range(degree + 1)
              for b in range(a, degree + 1 - a)
              for c in range(degree + 1 - a - b)
              if exchange == 1 or a != b]
    a, b, c = np.array(labels).T
    lag, dlag = laguerre_tables(nodes, degree)

    def build(table_u, table_v, table_w):
        tu, tv, tw = table_u[grid[0]], table_v[grid[1]], table_w[grid[2]]
        return (tu[:, a] * tv[:, b]
                + exchange * tu[:, b] * tv[:, a]) * tw[:, c]

    value = build(lag, lag, lag)
    du = kappa * build(dlag, lag, lag)
    dv = kappa * build(lag, dlag, lag)
    dw = 2 * kappa * build(lag, lag, dlag)
    d1, d2, d12 = -du + dv + dw, du - dv + dw, du + dv - dw

    def pair(left, right, factor):
        return left.T @ ((measure * factor)[:, None] * right)

    cos_1 = (r1**2 + r12**2 - r2**2) / (2 * r1 * r12)
    cos_2 = (r2**2 + r12**2 - r1**2) / (2 * r2 * r12)
    cos_12 = (r1**2 + r2**2 - r12**2) / (2 * r1 * r2)
    cross = (pair(d1, d12, cos_1 / 2) + pair(d2, d12, cos_2 / 2)
             + pair(d1, d2, inverse_mass * cos_12 / 2))
    own = (1 + inverse_mass) / 2
    hamiltonian = (pair(d1, d1, own) + pair(d2, d2, own)
                   + pair(d12, d12, 1.0) + cross + cross.T
                   + pair(value, value,
                          1 / r12 - charge / r1 - charge / r2))
    overlap = pair(value, value, 1.0)
    hamiltonian = (hamiltonian + hamiltonian.T) / 2
    overlap = (overlap + overlap.T) / 2
    energy, vector = eigh(hamiltonian, overlap, subset_by_index=[0, 0])
    coefficients = vector[:, 0]

    def psi(s1, s2, s12):
        s1, s2, s12 = np.broadcast_arrays(s1, s2, s12)
        tu = lagvander(kappa * (-s1 + s2 + s12), degree)
        tv = lagvander(kappa * (s1 - s2 + s12), degree)
        tw = lagvander(2 * kappa * (s1 + s2 - s12), degree)
        terms = (tu[..., a] * tv[..., b]
                 + exchange * tu[..., b] * tv[..., a]) * tw[..., c]
        return np.exp(-kappa * (s1 + s2)) * (terms @ coefficients)

    return energy[0], psi, len(labels)


def distance(centre, shift, cosine):
    """Length of centre vector plus shift vector at the given angle."""
    return np.sqrt(centre**2 + shift**2 + 2 * centre * shift * cosine)


def electron_pair_wave(psi, centre):
    """Two electrons with their midpoint at distance centre from nucleus."""
    return lambda r, t: psi(distance(centre, r / 2, t),
                            distance(centre, -r / 2, t), r)


# One electron near a nucleus in a nonspherical environment.
bond = 2.0
ion_energy, ion_wave = hydrogen_molecular_ion(bond)
print(f"H2+ bond length: {bond:.1f} bohr")
print(f"H2+ electronic energy: {ion_energy:.8f} hartree")
ion_series = [small_r_series(ion_wave, l, bond) for l in range(4)]
for l, series in enumerate(ion_series):
    slope = series[1] / series[0]
    expected = predicted_slope(-1, 1.0, l)
    print(f"H2+ l={l}: f_l(0)/f_0(0) = {series[0] / ion_series[0][0]:.5f}"
          f" bohr^-{l}, slope = {slope:.5f}, rule = {expected:.5f} bohr^-1")
    assert abs(slope - expected) < 2e-4  # fit and basis truncation

# The other nucleus enters at second order: W = W0 + W1*r*cos(theta).
W0, W1 = -1 / bond, -1 / bond**2
second_rule = [(2 + 2 * (W0 - ion_energy)) / 6,
               (1 + 2 * (W0 - ion_energy)
                + 2 * W1 * ion_series[0][0] / ion_series[1][0]) / 10]
for l in range(2):
    second = ion_series[l][2] / ion_series[l][0]
    print(f"H2+ l={l}: r^2 coefficient = {second:.4f},"
          f" from equation = {second_rule[l]:.4f} bohr^-2")
    assert abs(second - second_rule[l]) < 3e-3  # second derivative of a fit

# Triplet helium: the worked example.
midpoint = 1.0
small_energy, small_psi, small_size = three_body(10, 1.2, -1, 2.0, 0.0)
triplet_energy, triplet_psi, size = three_body(14, 1.2, -1, 2.0, 0.0)
print(f"He triplet: midpoint to nucleus = {midpoint:.1f} bohr")
triplet_wave = electron_pair_wave(triplet_psi, midpoint)
for count, energy, psi in ((small_size, small_energy, small_psi),
                           (size, triplet_energy, triplet_psi)):
    series = small_r_series(electron_pair_wave(psi, midpoint), 1, midpoint)
    triplet_slope = series[1] / series[0]
    print(f"He triplet, {count} functions: E = {energy:.7f} hartree,"
          f" l=1 slope = {triplet_slope:.5f} bohr^-1")
assert 0 <= small_energy - triplet_energy < 1e-4
triplet_rule = predicted_slope(1, 0.5, 1)
assert abs(triplet_slope - triplet_rule) < 0.01  # finite variational basis
bohr_in_angstrom = physical_constants["Bohr radius"][0] * 1e10
print(f"Triplet rule: {triplet_rule:.4f} bohr^-1 ="
      f" {triplet_rule / bohr_in_angstrom:.4f} angstrom^-1")
separations = np.array([0.05, 0.1, 0.2, 0.4])
ratios = radial_factor(triplet_wave, 1, separations) / series[0]
for r, ratio in zip(separations, ratios):
    print(f"He triplet r={r:.2f} bohr: f_1(r)/f_1(0) = {ratio:.5f},"
          f" 1+r/4 = {1 + triplet_rule * r:.5f}")

# Singlet helium: even partial waves.
singlet_midpoint = 0.8
singlet_energy, singlet_psi, size = three_body(14, 2.0, 1, 2.0, 0.0)
print(f"He singlet, {size} functions: E = {singlet_energy:.7f} hartree")
print(f"He singlet: midpoint to nucleus = {singlet_midpoint:.1f} bohr")
singlet_wave = electron_pair_wave(singlet_psi, singlet_midpoint)
for l, tolerance in ((0, 0.005), (2, 0.02)):  # higher l: higher derivative
    series = small_r_series(singlet_wave, l, singlet_midpoint)
    slope, expected = series[1] / series[0], predicted_slope(1, 0.5, l)
    print(f"He singlet l={l}: slope = {slope:.5f},"
          f" rule = {expected:.5f} bohr^-1")
    assert abs(slope - expected) < tolerance

# Electron-positron pair with a second electron nearby.
outer = 4.0
ps_energy, ps_psi, size = three_body(14, 0.35, 1, 1.0, 1.0)
print(f"Ps-, {size} functions: E = {ps_energy:.7f} hartree")
print(f"Ps-: distance of second electron = {outer:.1f} bohr")


def centred_wave(centre):
    return lambda r, t: ps_psi(r, distance(centre, r / 2, t),
                               distance(centre, -r / 2, t))


def positron_fixed_wave(r, t):
    return ps_psi(r, outer, distance(outer, -r, t))


ps_series = [small_r_series(centred_wave(outer), l, outer) for l in (0, 1)]
for l, series in enumerate(ps_series):
    slope, expected = series[1] / series[0], predicted_slope(-1, 0.5, l)
    print(f"Ps- l={l}, centre of mass fixed: slope = {slope:.5f},"
          f" rule = {expected:.5f} bohr^-1")
    assert abs(slope - expected) < 0.02  # finite variational basis

# Moving the origin mixes the gradient of the l=0 amplitude into l=1.
step = 0.02
gradient = (small_r_series(centred_wave(outer + step), 0, outer)[0]
            - small_r_series(centred_wave(outer - step), 0, outer)[0])
gradient /= 2 * step * ps_series[0][0]
amplitude = ps_series[1][0] / ps_series[0][0]
shifted = small_r_series(positron_fixed_wave, 1, outer) / ps_series[0][0]
mixed_first = amplitude - gradient / 2
mixed_second = (predicted_slope(-1, 0.5, 1) * amplitude
                - predicted_slope(-1, 0.5, 0) * gradient / 2)
print(f"Ps- l=1 amplitude / l=0 amplitude: {amplitude:.5f} bohr^-1")
print(f"Ps- relative gradient of l=0 amplitude: {gradient:.5f} bohr^-1")
print(f"Ps- positron origin, l=1 amplitude: {shifted[0]:.5f},"
      f" from mixing = {mixed_first:.5f} bohr^-1")
print(f"Ps- positron origin, next coefficient: {shifted[1]:.5f},"
      f" from mixing = {mixed_second:.5f} bohr^-2")
shifted_slope = shifted[1] / shifted[0]
print(f"Ps- positron origin, l=1 slope: {shifted_slope:.5f} bohr^-1")
assert abs(shifted[0] - mixed_first) < 1e-3
assert abs(shifted[1] - mixed_second) < 5e-3
assert abs(shifted_slope - predicted_slope(-1, 0.5, 1)) > 0.02

print("ALL CHECKS PASSED")
```

It prints:

```
H2+ bond length: 2.0 bohr
H2+ electronic energy: -1.10263421 hartree
H2+ l=0: f_l(0)/f_0(0) = 1.00000 bohr^-0, slope = -1.00000, rule = -1.00000 bohr^-1
H2+ l=1: f_l(0)/f_0(0) = 0.30323 bohr^-1, slope = -0.50000, rule = -0.50000 bohr^-1
H2+ l=2: f_l(0)/f_0(0) = 0.11590 bohr^-2, slope = -0.33336, rule = -0.33333 bohr^-1
H2+ l=3: f_l(0)/f_0(0) = 0.04557 bohr^-3, slope = -0.25011, rule = -0.25000 bohr^-1
H2+ l=0: r^2 coefficient = 0.5342, from equation = 0.5342 bohr^-2
H2+ l=1: r^2 coefficient = 0.0557, from equation = 0.0556 bohr^-2
He triplet: midpoint to nucleus = 1.0 bohr
He triplet, 125 functions: E = -2.1752286 hartree, l=1 slope = 0.25587 bohr^-1
He triplet, 308 functions: E = -2.1752294 hartree, l=1 slope = 0.25008 bohr^-1
Triplet rule: 0.2500 bohr^-1 = 0.4724 angstrom^-1
He triplet r=0.05 bohr: f_1(r)/f_1(0) = 1.01231, 1+r/4 = 1.01250
He triplet r=0.10 bohr: f_1(r)/f_1(0) = 1.02423, 1+r/4 = 1.02500
He triplet r=0.20 bohr: f_1(r)/f_1(0) = 1.04680, 1+r/4 = 1.05000
He triplet r=0.40 bohr: f_1(r)/f_1(0) = 1.08644, 1+r/4 = 1.10000
He singlet, 372 functions: E = -2.9037244 hartree
He singlet: midpoint to nucleus = 0.8 bohr
He singlet l=0: slope = 0.49999, rule = 0.50000 bohr^-1
He singlet l=2: slope = 0.16670, rule = 0.16667 bohr^-1
Ps-, 372 functions: E = -0.2620051 hartree
Ps-: distance of second electron = 4.0 bohr
Ps- l=0, centre of mass fixed: slope = -0.49978, rule = -0.50000 bohr^-1
Ps- l=1, centre of mass fixed: slope = -0.24955, rule = -0.25000 bohr^-1
Ps- l=1 amplitude / l=0 amplitude: -0.11337 bohr^-1
Ps- relative gradient of l=0 amplitude: -0.19775 bohr^-1
Ps- positron origin, l=1 amplitude: -0.01450, from mixing = -0.01450 bohr^-1
Ps- positron origin, next coefficient: -0.02098, from mixing = -0.02109 bohr^-2
Ps- positron origin, l=1 slope: 1.44729 bohr^-1
ALL CHECKS PASSED
```
